# Dc self-bias of two equal rf sheaths driven at two frequencies: a program that tests the result

```python
# Result under test: two equal sheaths driven by V0*(cos(phi)+cos(2 phi))
# acquire the dc self-bias eta = -(max+min)/2 = -7 V0/16 when the bulk
# voltage and the floating sheath drops are negligible.
# Symbols: voltages are scaled by V0; U = drive + eta = Vg - Vp, where Vp and
# Vg are plasma potentials relative to the powered and grounded electrodes.
# Qp, Qg = positive sheath charges, S = Qp + Qg, and V = F(Q) for each sheath.
# te = electron temperature in volts / V0; flux_ratio = ion flux divided by
# random electron flux. Electron flux to an electrode varies as exp(-V/te).
import math
import numpy as np
from scipy.optimize import brentq, minimize_scalar

flux_ratio = 0.005
phase = np.linspace(0.0, 2.0 * np.pi, 4000, endpoint=False)
drive = np.cos(phase) + np.cos(2.0 * phase)


def quadratic(charge):
    return charge**2


def mixed(charge):
    return 0.5 * (charge**2 + charge**3)


def solve_balance(waveform, te, law):
    """Find bias and total charge from zero dc current at both electrodes."""
    def charges(eta, total):
        q = np.linspace(0.0, total, 4001)
        u = law(total - q) - law(q)
        powered = np.interp(waveform + eta, u[::-1], q[::-1])
        return powered, total - powered

    def electron_means(eta, total):
        powered, grounded = charges(eta, total)
        return (np.mean(np.exp(-law(powered) / te)),
                np.mean(np.exp(-law(grounded) / te)))

    def total_charge(eta):
        return brentq(lambda s: sum(electron_means(eta, s)) - 2 * flux_ratio,
                      0.9, 3.0)

    def powered_excess(eta):
        return electron_means(eta, total_charge(eta))[0] - flux_ratio

    eta = brentq(powered_excess, -0.9, 0.9)
    total = total_charge(eta)
    powered, grounded = charges(eta, total)
    return eta, total, powered, grounded


# Extrema: numerical search on the waveform against the algebraic values.
def wave(x):
    return math.cos(x) + math.cos(2.0 * x)


low = minimize_scalar(wave, bounds=(0.5, 3.0), method="bounded",
                      options={"xatol": 1e-10})
high = minimize_scalar(lambda x: -wave(x), bounds=(-1.0, 1.0),
                       method="bounded", options={"xatol": 1e-10})
drive_min, drive_max = low.fun, -high.fun
assert abs(drive_min + 9 / 8) < 1e-10
assert abs(drive_max - 2) < 1e-10
assert abs(math.cos(low.x) + 0.25) < 1e-6
assert drive.max() <= drive_max + 1e-9 and drive.min() >= drive_min - 1e-9
eta_ideal = -(drive_max + drive_min) / 2
v_max = (drive_max - drive_min) / 2
assert abs(eta_ideal + 7 / 16) < 1e-10

# Small-temperature limit from particle balance, for two sheath laws.
# Residual sheath charges scale roughly as sqrt(te), which sets the tolerance.
te_small = 1e-5
tolerance = 2.0 * math.sqrt(te_small)
cold = solve_balance(drive, te_small, quadratic)
cold_mixed = solve_balance(drive, te_small, mixed)
medium = solve_balance(drive, 1e-3, quadratic)
assert abs(cold[0] - eta_ideal) < tolerance
assert abs(cold_mixed[0] - eta_ideal) < tolerance

# Control: an added third harmonic keeps opposite extrema and gives no bias.
control = solve_balance(np.cos(phase) + np.cos(3 * phase), 1e-3, quadratic)
assert abs(control[0]) < 1e-6

# Mean sheath voltages: closed formula against the particle-balance solution.
mean_u2 = eta_ideal**2 + 1.0
mean_vp = v_max / 4 - eta_ideal / 2 + mean_u2 / (4 * v_max)
mean_vg = v_max / 4 + eta_ideal / 2 + mean_u2 / (4 * v_max)
assert abs(np.mean(cold[2]**2) - mean_vp) < tolerance
assert abs(np.mean(cold[3]**2) - mean_vg) < tolerance

# Worked example with finite floating drops.
amplitude = 200.0
temperature = 3.0
te = temperature / amplitude
eta_warm, total_warm, qp_warm, qg_warm = solve_balance(drive, te, quadratic)
qp_min, qg_min = qp_warm.min(), qg_warm.min()
eta_from_residuals = eta_ideal + total_warm * (qg_min - qp_min)
assert abs(eta_warm - eta_from_residuals) < 1e-4
assert qg_min > qp_min and eta_warm > eta_ideal
assert (abs(cold[0] - eta_ideal) < abs(medium[0] - eta_ideal)
        < abs(eta_warm - eta_ideal))

# Charging from zero bias: total sheath charge and bias evolve in time.
# The capacitance sets the charging speed; its rf ripple is left out.
ion_current = 0.0005
electron_current = ion_current / flux_ratio
capacitance = 1.0
steps = 400
periods = 500
dt = 2.0 * math.pi / steps
table = [wave(0.5 * k * dt) for k in range(2 * steps)]


def rates(total, eta, voltage):
    u = voltage + eta
    qp = max(0.0, 0.5 * (total - u / total))
    qg = max(0.0, 0.5 * (total + u / total))
    ep = electron_current * math.exp(-qp * qp / te)
    eg = electron_current * math.exp(-qg * qg / te)
    return ep + eg - 2 * ion_current, (ion_current - ep) / capacitance


total, eta = math.sqrt(2.0), 0.0
last_eta, last_total = [], []
for period in range(periods):
    for k in range(steps):
        ds, de = rates(total, eta, table[2 * k])
        ds, de = rates(total + 0.5 * dt * ds, eta + 0.5 * dt * de,
                       table[2 * k + 1])
        total += dt * ds
        eta += dt * de
        if period == periods - 1:
            last_eta.append(eta)
            last_total.append(total)
eta_time = float(np.mean(last_eta))
total_time = float(np.mean(last_total))
charge_ripple = (max(last_total) - min(last_total)) / total_time
# Finite ion loss per period leaves a small ripple in charge and bias.
assert abs(eta_time - eta_warm) < 0.01
assert abs(total_time - total_warm) < 0.01
assert charge_ripple < 0.01

print(f"Drive maximum / V0: {drive_max:.4f}")
print(f"Drive minimum / V0: {drive_min:.4f}")
print(f"Phase of first minimum: {math.degrees(low.x):.2f} degrees")
print(f"Ideal self-bias / V0: {eta_ideal:.4f}")
print(f"Ideal largest sheath voltage / V0: {v_max:.4f}")
print(f"Ideal mean powered sheath voltage / V0: {mean_vp:.4f}")
print(f"Ideal mean grounded sheath voltage / V0: {mean_vg:.4f}")
print(f"Cold-limit test, Te/V0: {te_small:.1e}")
print(f"Cold-limit bias / V0, quadratic sheath: {cold[0]:.4f}")
print(f"Cold-limit bias / V0, mixed-law sheath: {cold_mixed[0]:.4f}")
print(f"Bias / V0 at Te/V0 = 0.001, quadratic sheath: {medium[0]:.4f}")
print(f"Third-harmonic control, |bias| / V0: {abs(control[0]):.4f}")
print(f"Example amplitude V0: {amplitude:.1f} V")
print(f"Example electron temperature Te: {temperature:.1f} V")
print(f"Example Te/V0: {te:.4f}")
print(f"Ion flux / random electron flux: {flux_ratio:.4f}")
print(f"Example ideal self-bias: {amplitude * eta_ideal:.2f} V")
print(f"Example ideal largest sheath voltage: {amplitude * v_max:.2f} V")
print(f"Example ideal mean powered sheath: {amplitude * mean_vp:.2f} V")
print(f"Example ideal mean grounded sheath: {amplitude * mean_vg:.2f} V")
print(f"Example bias with floating drops: {amplitude * eta_warm:.2f} V")
print(f"Same bias / V0: {eta_warm:.4f}")
print(f"Residual powered sheath voltage: {amplitude * qp_min**2:.2f} V")
print(f"Residual grounded sheath voltage: {amplitude * qg_min**2:.2f} V")
print(f"Scaled total sheath charge S: {total_warm:.4f} (dimensionless)")
print(f"Scaled residual powered charge a: {qp_min:.4f} (dimensionless)")
print(f"Scaled residual grounded charge b: {qg_min:.4f} (dimensionless)")
print(f"Bias shift from floating drops: "
      f"{amplitude * (eta_warm - eta_ideal):.2f} V")
print(f"Reduction of bias magnitude: "
      f"{100 * (1 - eta_warm / eta_ideal):.1f} percent")
print(f"Bias from time integration: {amplitude * eta_time:.2f} V")
print(f"Total-charge ripple in time integration: "
      f"{100 * charge_ripple:.2f} percent")
print("all good")
```

Output:

```
Drive maximum / V0: 2.0000
Drive minimum / V0: -1.1250
Phase of first minimum: 104.48 degrees
Ideal self-bias / V0: -0.4375
Ideal largest sheath voltage / V0: 1.5625
Ideal mean powered sheath voltage / V0: 0.8000
Ideal mean grounded sheath voltage / V0: 0.3625
Cold-limit test, Te/V0: 1.0e-05
Cold-limit bias / V0, quadratic sheath: -0.4361
Cold-limit bias / V0, mixed-law sheath: -0.4352
Bias / V0 at Te/V0 = 0.001, quadratic sheath: -0.4267
Third-harmonic control, |bias| / V0: 0.0000
Example amplitude V0: 200.0 V
Example electron temperature Te: 3.0 V
Example Te/V0: 0.0150
Ion flux / random electron flux: 0.0050
Example ideal self-bias: -87.50 V
Example ideal largest sheath voltage: 312.50 V
Example ideal mean powered sheath: 160.00 V
Example ideal mean grounded sheath: 72.50 V
Example bias with floating drops: -79.07 V
Same bias / V0: -0.3954
Residual powered sheath voltage: 7.33 V
Residual grounded sheath voltage: 9.69 V
Scaled total sheath charge S: 1.4726 (dimensionless)
Scaled residual powered charge a: 0.1915 (dimensionless)
Scaled residual grounded charge b: 0.2201 (dimensionless)
Bias shift from floating drops: 8.43 V
Reduction of bias magnitude: 9.6 percent
Bias from time integration: -79.06 V
Total-charge ripple in time integration: 0.17 percent
all good
```
